# Exact Talbot distance of a three-order grating at EUV wavelength

## Question

I am stuck on an exercise about image formation behind a grating. The grating has period $p=100$ nm and is lit at normal incidence with extreme-ultraviolet light of wavelength $\lambda=13.5$ nm. I am asked for the *exact* distance at which the grating forms an image of itself without a lens.

I know the Talbot formula $2p^2/\lambda$, which gives 1481.5 nm. It was derived with the paraxial approximation, so it cannot be the exact answer. When I keep the full square root in the propagation phase, each diffraction order seems to want its own distance, and I cannot find one that suits them all.

What does "exact" mean here, and what is the distance? And does the answer survive if the source has a finite angular size and bandwidth?

## Answer

Your difficulty is real: for a general grating there is no exact self-image distance. There is one if the field contains only the diffraction orders $0$, $+1$ and $-1$. I first treat that case, then measure how badly the other orders spoil it.

### The field behind the grating

Take a scalar monochromatic field with time factor $e^{-i\omega t}$, in vacuum, with $z=0$ at the exit plane. Define

$$k=\frac{2\pi}{\lambda},\qquad K=\frac{2\pi}{p},\qquad s=\frac{K}{k}=\frac{\lambda}{p}.$$

At normal incidence the field has the period of the grating, so it is a Fourier series $U=\sum_n a_n e^{inKx}f_n(z)$ with $f_n(0)=1$. Inserting it in the Helmholtz equation $\nabla^2U+k^2U=0$ gives, for each $n$,

$$f_n''+(k^2-n^2K^2)f_n=0 .$$

The solution that travels away from the grating is

$$f_n=e^{ikc_nz},\qquad c_n=\sqrt{1-n^2s^2}.$$

For $|n|s<1$, $c_n$ is the cosine of the diffraction angle. For $|n|s>1$ it is imaginary and the order decays.

Now keep three orders, with $\lambda<p$ so that the first orders propagate. Since $c_{+1}=c_{-1}=c_1$, we can take out the phase of order zero:

$$U=e^{ikz}\left[a_0+e^{-i\psi}\left(a_{+}e^{iKx}+a_{-}e^{-iKx}\right)\right],\qquad \psi=k(1-c_1)z .$$

There is one relative phase, $\psi$, and this is why three orders can agree on a distance.

### The period of the intensity

Squaring the modulus, the factor $e^{ikz}$ drops out and

$$I=|a_0|^2+|a_+|^2+|a_-|^2+\left[a_+a_-^*e^{2iKx}+\text{c.c.}\right]+\left[C(\psi)e^{iKx}+\text{c.c.}\right],$$

$$C(\psi)=a_+a_0^*e^{-i\psi}+a_0a_-^*e^{i\psi}.$$

The second term of $C$ comes from the complex conjugate of the product of orders $0$ and $-1$. The beat between $+1$ and $-1$ does not depend on $z$, because these orders advance together. All the axial change sits in $C$.

To find the smallest period, write $C=Ae^{-i\psi}+Be^{i\psi}$ and demand $C(\psi+\delta)=C(\psi)$ for every $\psi$:

$$A(e^{-i\delta}-1)e^{-i\psi}+B(e^{i\delta}-1)e^{i\psi}=0 .$$

The functions $e^{\pm i\psi}$ are linearly independent, so both coefficients must vanish. If $a_0\neq0$ and at least one first order is present, $A$ and $B$ are not both zero, hence $e^{i\delta}=1$. The smallest period is $\delta=2\pi$, whatever the phases of the $a_n$. Setting $k(1-c_1)z_T=2\pi$ gives

$$z_T=\frac{\lambda}{1-\sqrt{1-\lambda^2/p^2}} .$$

The denominator is a small difference of nearly equal numbers. Multiply above and below by $1+c_1$ and use $1-c_1^2=s^2$:

$$z_T=\frac{\lambda(1+c_1)}{s^2}=\frac{p^2}{\lambda}\left[1+\sqrt{1-\frac{\lambda^2}{p^2}}\right].$$

### The number

With your values, $s=0.1350$ and $s^2=0.018225$, so

$$c_1=\sqrt{0.981775}=0.9908456,\qquad \frac{p^2}{\lambda}=740.741\ \text{nm},$$

$$z_T=740.741\times1.9908456\ \text{nm}=1474.70\ \text{nm}\approx1.47\ \mu\text{m}.$$

The first orders leave at $\arcsin s=7.76^\circ$.

Halfway, at $z_T/2=737.35$ nm, $\psi=\pi$ and both first orders change sign. Since $e^{\pm iK(x+p/2)}=-e^{\pm iKx}$, this is the original pattern moved sideways by $p/2$. Some authors call this half distance the Talbot distance, so check the convention before comparing numbers.

### What the paraxial formula misses

Expand the root, $c_1=1-s^2/2-s^4/8-\dots$, and insert it in the second form:

$$z_T=\frac{\lambda}{s^2}\left(2-\frac{s^2}{2}-\frac{s^4}{8}-\dots\right)=\frac{2p^2}{\lambda}-\frac{\lambda}{2}-\frac{\lambda^3}{8p^2}-\dots$$

The first term is your formula. The next is half a wavelength, 6.75 nm, and the third is 0.03 nm. Together they account for the difference $1481.48-1474.70=6.78$ nm, or 0.46 % of $z_T$.

Does that matter? Take the transmission $\tfrac12+\tfrac12\cos Kx$, for which $a_0=\tfrac12$ and $a_\pm=\tfrac14$. At the centre of a bright line

$$I(0,z)=\left|\tfrac12+\tfrac12e^{-i\psi}\right|^2=\cos^2\frac{\psi}{2}.$$

At the paraxial distance, $\psi/2$ has passed $\pi$ by $\pi\times6.78/1474.7=0.0144$ rad, so the peak is lower by $0.0144^2$, about 0.02 %. For this grating, the correction is therefore negligible in the peak intensity at the first image. It accumulates, however: after $m$ periods the paraxial plane is wrong by $6.78\,m$ nm. For $m\approx737.35/6.78\approx109$ the error is half a period, and the paraxial formula announces an unshifted image where the pattern is displaced by $p/2$.

The other limit is $\lambda\to p$ from below. Then $c_1\to0$ and $z_T\to p$, while the paraxial formula gives $2p$, twice too long. For $\lambda>p$ the first orders are evanescent and there is no periodic revival.

### Why other orders do not agree

Over the distance $z_T$, order $n$ falls behind order zero by

$$N_n=\frac{k(1-c_n)z_T}{2\pi}=\frac{1-c_n}{1-c_1}$$

cycles. For the whole field to repeat at $z_T$, apart from a common phase, every $N_n$ must be an integer. Using $1-c_n=n^2s^2/2+n^4s^4/8+\dots$ in numerator and denominator,

$$N_n=n^2\,\frac{1+n^2s^2/4+\dots}{1+s^2/4+\dots}=n^2\left[1+\frac{(n^2-1)s^2}{4}+\dots\right].$$

In the paraxial limit $N_n=n^2$, an integer, and all orders rephase. Beyond it they generally do not. There are exceptions at special ratios: $N_2=5$, for example, at a ratio $\lambda/p\approx0.4259$, and there a field with orders up to $\pm2$ repeats exactly. For your grating the unexpanded ratio gives

- $N_2=4.057$,
- $N_3=9.360$,
- $N_5=28.640$,
- $N_7=73.509$.

Order 2 is nearly in step, while order 3 is wrong by more than a third of a cycle. Orders up to 7 propagate, since $p/\lambda=7.4$. Order 8, if the profile contains it, decays in amplitude by a factor $e$ every 5.3 nm and is absent at $z_T$.

Consider an ideal thin grating of open slits and opaque bars of equal width. Its amplitudes are

$$a_n=\frac1p\int_{-p/4}^{p/4}e^{-inKx}dx=\frac{\sin(n\pi/2)}{n\pi},\qquad a_0=\frac12,$$

so the even orders other than zero vanish. To compare the field at $z$ with the propagating part of the field at the grating, use the normalized overlap

$$F(z)=\left|\frac{\sum_n a_n^2e^{ikc_nz}}{\sum_n a_n^2}\right|^2,\qquad |n|\le7 .$$

It equals 1 for a perfect revival. At $z_T$ it is 0.775. Orders 0 and $\pm1$ are in phase there, but orders $\pm3$, $\pm5$ and $\pm7$ all have a negative real part relative to them and subtract from the sum.

Evaluating $F$ every 0.05 nm between 1300 and 1600 nm, I find the largest value, 0.950, at 1442.3 nm. That is 32 nm before $z_T$, a larger shift than the whole paraxial correction. The cause can be read from the phases. Multiplying each $N_n$ by $1442.3/1474.7=0.9780$ gives 0.978, 9.154, 28.01 and 71.89 cycles for orders 1, 3, 5 and 7. The first orders give up 0.022 cycle, and in return the other three come much closer to integers. This maximum is only narrowly the best: $F$ also peaks at 1425.9 nm (0.939) and 1402.7 nm (0.932). Its position depends on the steep orders: with orders up to 5 the best plane is at 1436.6 nm, and with orders up to 3 at 1418.8 nm.

So 1474.7 nm is the exact period of the three-order field, and for a sharp-edged grating it is only a guide to the best plane. The best plane also depends on the criterion: a resist responds to intensity, not to field overlap.

### A source of finite angular size

Let a plane wave arrive at an angle whose sine is $q$. Order $n$ then has transverse sine $q+ns$ and axial wavenumber

$$\kappa_n(q)=k\sqrt{1-(q+ns)^2}.$$

For equal real first orders $a_1$ and real $a_0$, the coefficient of $e^{iKx}$ in the intensity becomes

$$C=a_0a_1\left[e^{i(\kappa_{+1}-\kappa_0)z}+e^{i(\kappa_0-\kappa_{-1})z}\right].$$

To first order in $q$, with $ks=K$,

$$\kappa_0\approx k,\qquad \kappa_{\pm1}\approx kc_1\mp\frac{Kq}{c_1}.$$

Both exponents therefore acquire the same term $-iKqz/c_1$:

$$C\approx2a_0a_1\cos\psi\;e^{-iKqz/c_1}.$$

Tilting the light by $q$ moves the fundamental sideways by $qz/c_1$. Different source points are mutually incoherent, so their intensities add. For a slit source uniform in $q$ from $-\alpha$ to $\alpha$, the fundamental is multiplied by

$$\frac1{2\alpha}\int_{-\alpha}^{\alpha}e^{-iKqz/c_1}dq=\frac{\sin X}{X},\qquad X=\frac{Kz\alpha}{c_1}.$$

At $z_T$ a half-angle of 5 mrad gives $X=0.468$ and a factor 0.964. The contrast first vanishes at $X=\pi$, or

$$\alpha=\frac{pc_1}{2z_T}=33.6\ \text{mrad},$$

where the images from the source points are spread over one full period. The permitted angle falls as $1/z$, so at the tenth image this zero is already at 3.4 mrad.

### A source of finite bandwidth

Here each wavelength has its own $z_T$. From $\ln z_T=\ln p^2-\ln\lambda+\ln(1+c_1)$ and $\lambda\,dc_1/d\lambda=-s^2/c_1$,

$$\frac{d\ln z_T}{d\ln\lambda}=-1-\frac{s^2}{c_1(1+c_1)}=-1-\frac{1-c_1}{c_1}=-\frac1{c_1}.$$

I used $s^2=(1-c_1)(1+c_1)$. At the $m$-th image plane of the central wavelength, a relative wavelength offset $\delta$ changes the phase to $\psi\approx2\pi m(1+\delta/c_1)$. For normal incidence and equal real first orders, the fundamental is proportional to $\cos\psi$. Averaging over a flat spectrum of relative full width $\Delta$, with the $a_n$ held constant across it, gives

$$\langle\cos\psi\rangle=\frac{\sin Y}{Y},\qquad Y=\frac{\pi m\Delta}{c_1}.$$

For $\Delta=2\,\%$ the factor is 0.9993 at the first image and 0.934 at the tenth. It first vanishes near $m=c_1/\Delta\approx50$. At the first image of this grating, a 2 % bandwidth thus costs 0.07 % of the fundamental, while a 5 mrad half-angle costs 3.6 %.

Very far behind the grating, a broad spectrum averages $\cos\psi$ to zero, while the beat between $+1$ and $-1$ remains. For a perfectly directional source and the cosine grating above,

$$I\to a_0^2+2a_1^2+2a_1^2\cos2Kx=\tfrac38+\tfrac18\cos2Kx .$$

This pattern has half the grating period, does not change with $z$, and has contrast $\tfrac18/\tfrac38=\tfrac13$. Source angle would blur it: $\kappa_{+1}-\kappa_{-1}\approx-2Kq/c_1$, so its phase varies with $q$ twice as fast as that of the fundamental.

### Beside a real EUV exposure

The wavelength 13.5 nm, photon energy 91.8 eV, is that of EUV lithography, and a period near 100 nm is a realistic order of magnitude for a grating used there. A bandwidth near 2 % is a rough value for light filtered by multilayer mirrors. The illumination needed here is much more directional than that of a projection scanner. Taking roughly 0.33 for the image-side numerical aperture, a reduction of 4 and a pupil filled to 0.8, the half-angle at the mask is $0.8\times0.33/4=66$ mrad. A numerical average over a slit source of that half-angle, with the full square roots, leaves 1.6 % of the fundamental at $z_T$, with reversed sign. The value is this small partly because 66 mrad lies close to the second zero of $\sin X/X$, at 67 mrad. A uniformly filled disc of the same half-angle, closer to the pupil of a scanner, leaves 7.6 %, also with reversed sign. This compares source angles only: a real EUV mask is reflective and is lit obliquely, at about 6°.

A sharp-edged grating also violates the restriction to three orders. For the ideal equal-slit model, the extra orders move the plane of best field overlap by 32 nm, about 2 %. That figure rests on thin-mask amplitudes for the orders at 42° and 71°, which are the least reliable for a thick absorber, so it gives only the size of the shift for a real mask. Other effects are these:

- **Absorber thickness.** Across a rough thickness of 60 nm, free propagation alone would give orders 0 and 1 a relative phase of 0.26 rad. The true value needs a calculation of the field inside the absorber. It changes the complex $a_n$, and so the contrast at the exit plane, but not the period in the vacuum behind it.
- **Finite grating.** By $z_T$ the first orders have moved sideways by $z_Ts/c_1=201$ nm, and the third orders by 653 nm. For the sharp-edged grating, the fifth and seventh orders move by 1.35 and 4.3 µm. Within about its own distance of a grating edge, an order that should arrive from beyond that edge is missing from the image. Diffraction at the edge blurs these limits.
- **Polarization.** If the electric field lies in the plane of diffraction, the orders' field vectors are not parallel. For the cosine grating, if each order keeps its scalar amplitude (the profile imposed on the magnetic field, which lies along the lines), the peak of $|\mathbf E|^2$ becomes $[(1+c_1)/2]^2=0.991$ of the scalar value. The period is unchanged: $E_x$ has the same three-order form, and $E_z$ contains only the two first orders, which advance together.

For the exercise, the answer is $z_T=1.47\ \mu$m, with the condition written beside it: normal incidence, one wavelength, and orders $0,\pm1$ only.
